\section*{Resistance of a Corbino Disc with One Drude Carrier Species, part 1}

(Sections cited here and not found follow in the second part.)

\section{Current flow and resistance of the disc}

Suppose that the resistance of a disc-shaped film, contacted at its centre and around its rim, rises fivefold in a magnetic field. Whoever extracts the carrier density and mobility from these data must decide whether the fit needs a second carrier species or a scattering rate that depends on field, or whether one species with fixed mobility suffices. The decision hangs on which quantity multiplies the geometrical factor of the disc: the longitudinal resistivity, which for one Drude species does not depend on the field, or the reciprocal of the longitudinal conductivity, which does. For the disc it is the second, and the resistance contains a factor $1+\mu^2B^2$.

\subsection{The model and its units}

A uniform conducting sheet fills the annulus $a<r<b$. Ideal metal contacts cover the whole inner circle and the whole outer circle. The sheet holds $n$ electrons per unit area, with isotropic mass $m$ and one relaxation time $\tau$. A steady, uniform field $B$ points along $+z$, normal to the sheet. The electric field is weak enough for linear response and varies little over a mean free path, so that current and field are related locally. Quantization of the orbits, contact resistance and the magnetic field of the current itself are neglected at first; their sizes are estimated in the second half.

The algebra uses Hartree atomic units, $\hbar=e=m_e=1$, in which the electron has charge $-1$ and feels the force $-(\mathbf E+\mathbf v\times\mathbf B)$. The unit of magnetic field is $\hbar/(ea_0^2)$ and that of mobility is $ea_0^2/\hbar$, where $a_0$ is the Bohr radius. The product of the two units is one, so mobility times field is the same pure number in atomic and in SI units. Define
\begin{equation}
\mu=\frac{\tau}{m},\qquad \sigma_0=n\mu,\qquad \beta=\mu B .
\label{eq:defs}
\end{equation}
Here $\mu$ is the mobility, $\sigma_0$ the sheet conductivity without field, and $\beta$ the angle in radians through which a free electron turns on its cyclotron orbit in a time $\tau$, since the cyclotron frequency is $B/m$.

\subsection{From orbits to the conductivity tensor}

Let $\mathbf u(t)$ be the mean velocity of those electrons whose last collision happened a time $t$ ago. Collisions randomize the direction of motion, so $\mathbf u(0)=0$. Between collisions
\begin{equation}
m\frac{d\mathbf u}{dt}=-(\mathbf E+\mathbf u\times\mathbf B).
\label{eq:orbit}
\end{equation}
An electron escapes collision for a time $t$ with probability $e^{-t/\tau}$, and collisions occur at the rate $1/\tau$. The times since the last collision are therefore distributed as $p(t)=e^{-t/\tau}/\tau$, and the drift velocity is $\mathbf v=\int_0^\infty p\,\mathbf u\,dt$. Multiply \eqref{eq:orbit} by $p$ and integrate. On the left, integration by parts with $dp/dt=-p/\tau$ gives
\begin{equation}
\int_0^\infty p\,\frac{d\mathbf u}{dt}\,dt
=\bigl[p\,\mathbf u\bigr]_0^\infty+\frac1\tau\int_0^\infty p\,\mathbf u\,dt
=\frac{\mathbf v}{\tau}.
\end{equation}
The boundary term vanishes at $t=0$ because $\mathbf u(0)=0$, and at infinity because $\mathbf u$ grows at most linearly while $p$ falls exponentially. On the right, $p$ integrates to one. Hence
\begin{equation}
\frac{m\mathbf v}{\tau}=-(\mathbf E+\mathbf v\times\mathbf B).
\label{eq:drift}
\end{equation}
The current density is $\mathbf J=-n\mathbf v$. Putting $\mathbf v=-\mathbf J/n$ into \eqref{eq:drift} gives
\begin{equation}
-\frac{m}{n\tau}\mathbf J=-\mathbf E+\frac1n\,\mathbf J\times\mathbf B .
\end{equation}
Solving for $\mathbf E$, with $m/(n\tau)=1/\sigma_0$ and $1/n=\mu/\sigma_0$ from \eqref{eq:defs},
\begin{equation}
\mathbf E=\frac{1}{\sigma_0}\left(\mathbf J+\mu\,\mathbf J\times\mathbf B\right).
\label{eq:ohm}
\end{equation}

Use polar coordinates $(r,\theta)$, with $\hat{\mathbf r},\hat{\boldsymbol\theta},\hat{\mathbf z}$ right-handed. Then $\hat{\mathbf r}\times\hat{\mathbf z}=-\hat{\boldsymbol\theta}$ and $\hat{\boldsymbol\theta}\times\hat{\mathbf z}=\hat{\mathbf r}$, so that $\mathbf J\times\mathbf B=B(J_\theta\hat{\mathbf r}-J_r\hat{\boldsymbol\theta})$ and
\begin{align}
\sigma_0E_r&=J_r+\beta J_\theta, \label{eq:Er}\\
\sigma_0E_\theta&=J_\theta-\beta J_r. \label{eq:Et}
\end{align}
Subtracting $\beta$ times \eqref{eq:Et} from \eqref{eq:Er} removes $J_\theta$. Adding $\beta$ times \eqref{eq:Er} to \eqref{eq:Et} removes $J_r$. The results are
\begin{align}
J_r&=\frac{\sigma_0}{1+\beta^2}\,(E_r-\beta E_\theta), \label{eq:Jr}\\
J_\theta&=\frac{\sigma_0}{1+\beta^2}\,(E_\theta+\beta E_r). \label{eq:Jt}
\end{align}
The same relations hold for Cartesian components, with $(x,y)$ in place of $(r,\theta)$, because both pairs are right-handed with $z$. The longitudinal resistivity, read from \eqref{eq:Er}, is $1/\sigma_0$ at every field. The longitudinal conductivity, read from \eqref{eq:Jr}, is $\sigma_0/(1+\beta^2)$. The two are not reciprocals of each other once $\beta\neq0$. The boundaries of the sample decide which of them governs its resistance.

\subsection{The potential does not depend on the magnetic field}

In the steady state charge does not accumulate, so $\nabla\cdot\mathbf J=0$. With the Cartesian form of \eqref{eq:Jr} and \eqref{eq:Jt},
\begin{align}
0&=\partial_xJ_x+\partial_yJ_y \nonumber\\
&=\frac{\sigma_0}{1+\beta^2}\bigl[\partial_xE_x+\partial_yE_y-\beta(\partial_xE_y-\partial_yE_x)\bigr].
\label{eq:div}
\end{align}
The last bracket is the $z$ component of $\nabla\times\mathbf E$, which vanishes because $B$ is steady. With $\mathbf E=-\nabla\Phi$ there remains
\begin{equation}
\nabla^2\Phi=0,\qquad \Phi(a)=V,\qquad \Phi(b)=0 .
\label{eq:laplace}
\end{equation}
The potential is single-valued around the hole, since the line integral of $\mathbf E$ along an equipotential contact is zero. Equation \eqref{eq:laplace} is two-dimensional because it expresses continuity of current within the sheet. The surface charge arranges itself so that the electrostatic potential in the plane agrees with it.

The two rings are the whole boundary, and on both the potential is prescribed. Thus $B$ has dropped out of the problem for $\Phi$. The solution is also unique. The difference $D$ of two solutions vanishes on the boundary and obeys Laplace's equation, so
\begin{equation}
\int|\nabla D|^2\,dA=\oint D\,\partial_nD\,dl-\int D\,\nabla^2D\,dA=0 ,
\end{equation}
which makes $D$ constant and therefore zero. It is enough to find one solution. For a function of $r$ alone,
\begin{equation}
\frac1r\frac{d}{dr}\left(r\frac{d\Phi}{dr}\right)=0
\quad\Rightarrow\quad r\frac{d\Phi}{dr}=c
\quad\Rightarrow\quad \Phi=c\ln r+d .
\end{equation}
The outer condition gives $d=-c\ln b$, and the inner one gives $c=-V/\ln(b/a)$. Hence
\begin{equation}
\Phi=V\frac{\ln(b/r)}{\ln(b/a)},\qquad
E_r=\frac{V}{r\ln(b/a)},\qquad E_\theta=0 .
\label{eq:field}
\end{equation}

\subsection{The resistance}

With $E_\theta=0$, equations \eqref{eq:Jr} and \eqref{eq:Jt} become
\begin{equation}
J_r=\frac{\sigma_0E_r}{1+\beta^2},\qquad J_\theta=\beta J_r .
\label{eq:circ}
\end{equation}
The current through a circle of radius $r$ is
\begin{equation}
I=2\pi rJ_r=\frac{2\pi\sigma_0V}{(1+\beta^2)\ln(b/a)} ,
\end{equation}
which does not depend on $r$, as continuity requires. The resistance $R=V/I$ is therefore
\begin{equation}
\boxed{R(B)=(1+\mu^2B^2)\,\frac{\ln(b/a)}{2\pi n\mu}} .
\label{eq:main}
\end{equation}
For carriers of positive charge $\beta$ changes sign in \eqref{eq:Er} and \eqref{eq:Et}, and $R$ is unaltered.

At small field the rise is quadratic. At large field $R\simeq\mu B^2\ln(b/a)/(2\pi n)$, which within this model grows without saturation. Solved for the mobility, \eqref{eq:main} reads
\begin{equation}
\mu=\frac1B\sqrt{\frac{R(B)}{R(0)}-1}\, .
\label{eq:mobility}
\end{equation}
Neither the radii nor the density enter. Once $\mu$ is known, $R(0)$ and the radii give $n$.

\subsection{Why the resistance rises}

The tangential force on the electrons explains the rise. When current flows outward, electrons drift inward, so $v_r<0$. The magnetic force $-\mathbf v\times\mathbf B$ has the tangential component $v_rB$, and no tangential electric field opposes it. The electrons therefore acquire a drift $v_\theta=-J_\theta/n=-\beta J_r/n$. This drift in turn produces the radial magnetic force $-v_\theta B=\beta BJ_r/n$. It points outward, against the inward drift. The applied field has to overcome it in addition to friction:
\begin{equation}
E_r=\frac{J_r}{\sigma_0}+\frac{\beta B}{n}J_r=\frac{(1+\beta^2)J_r}{\sigma_0},
\end{equation}
where $B/n=\beta/\sigma_0$ was used.

The magnetic force does no work, so the added resistance must also appear as heat. Since $\mathbf J\cdot(\mathbf J\times\mathbf B)=0$, equation \eqref{eq:ohm} gives the heat per unit area as $\mathbf J\cdot\mathbf E=|\mathbf J|^2/\sigma_0$. With $|\mathbf J|^2=(1+\beta^2)J_r^2$ and $J_r=I/(2\pi r)$ the total heat is
\begin{equation}
\int_a^b\frac{1+\beta^2}{\sigma_0}\left(\frac{I}{2\pi r}\right)^2 2\pi r\,dr
=\frac{(1+\beta^2)\ln(b/a)}{2\pi\sigma_0}\,I^2=I^2R .
\label{eq:heat}
\end{equation}
The term with $\beta^2$ is the heat of the circulating current $J_\theta$. It accounts for the whole increase of $R$, and its share of the total is $\beta^2/(1+\beta^2)$.

The geometry of the current lines gives the same factor. Along a line
\begin{equation}
r\frac{d\theta}{dr}=\frac{J_\theta}{J_r}=\beta
\quad\Rightarrow\quad
\theta=\beta\ln\frac ra ,
\label{eq:spiral}
\end{equation}
with $\theta$ measured from the starting point on the inner ring. The line is a logarithmic spiral that meets every radius at the angle $\arctan\beta$. Its length is
\begin{equation}
\int_a^b\sqrt{1+\left(r\,\frac{d\theta}{dr}\right)^2}\,dr=\sqrt{1+\beta^2}\,(b-a).
\label{eq:length}
\end{equation}
A tube of current that spans a fixed angle is longer than its radial counterpart by $\sqrt{1+\beta^2}$. Because it runs obliquely, its width across the flow is smaller by the same factor. Length divided by width grows by $1+\beta^2$.

\subsection{What a second species would change}

If two species share the sheet, each obeys \eqref{eq:circ} in the same field, because the argument from \eqref{eq:div} to \eqref{eq:field} holds for the sum of their currents as well. The disc then acts as two resistances in parallel,
\begin{equation}
R=\frac{R_1R_2}{R_1+R_2},\qquad R_i=R_i(0)\,(1+\mu_i^2y),\qquad y=B^2 .
\end{equation}
With primes for derivatives with respect to $y$, and $R_i''=0$, the first derivative is $R'=(R_1'R_2^2+R_2'R_1^2)/(R_1+R_2)^2$, and the second is
\begin{equation}
R''=-\frac{2\,(R_1'R_2-R_2'R_1)^2}{(R_1+R_2)^3} .
\label{eq:concave}
\end{equation}
Here $R_1'R_2-R_2'R_1=R_1(0)R_2(0)(\mu_1^2-\mu_2^2)$. A plot of $R$ against $B^2$ is thus straight for one mobility and bends downward for two unequal ones. For an intact, uniform disc within the Drude model, this curvature, and not the rise itself, is what calls for a second species. Outside these conditions one species alone can bend the plot. The cut disc in the next section does so, and so does a relaxation time that depends on energy. By \eqref{eq:spread} below, with $\beta$ defined by the mean $\langle\tau\rangle$, the coefficient of $\beta^2$ falls from $\langle\tau^3\rangle/\langle\tau\rangle^3$ at low field to $1/(\langle\tau\rangle\langle1/\tau\rangle)$ at high field. The bend is slight when $kT$ is far below the Fermi energy. When the two are comparable and $\tau$ rises steeply with energy, the slope can change severalfold, one species imitates two, and \eqref{eq:mobility} applied at low field overestimates the mobility.

\section{Edges, a worked sample and the limits of the model}

The symbols carry over: $n$, $m$, $\tau$ and $\mu=\tau/m$ are the sheet density, mass, relaxation time and mobility of the electrons, $\sigma_0=n\mu$, $\beta=\mu B$, and the disc has radii $a<b$. The local law is \eqref{eq:ohm}, with components \eqref{eq:Er} to \eqref{eq:Jt}. In the closed disc $E_\theta=0$ and $J_\theta=\beta J_r$, which leads to $R(B)=(1+\beta^2)R(0)$ with $R(0)=\ln(b/a)/(2\pi\sigma_0)$.

For a uniform, intact disc with one Drude species, the resistance rises by the factor $1+\mu^2B^2$, so the rise alone does not call for a second species or a field-dependent scattering rate. It remains to see how insulating edges change this result in a long bar and a cut disc, to work through a gallium arsenide sample, and to estimate the effects left out.
